\section*{The tunnel-barrier conductance parabola and its offset for unequal barrier heights}

When a measured tunnel-junction conductance curve is fitted to obtain the thickness and height of the barrier, one must decide what to do with a minimum that does not sit at zero bias. It can be removed as an instrumental offset, or kept and read as a difference between the barrier heights at the two electrodes. The second choice needs a formula for the offset, and an estimate of how much of it could have another origin. The formula follows from an expansion of the tunnelling current to third order in the bias; the estimate also requires matching the electron waves at the interfaces.

Let electrodes 1 and 2 be separated by an insulator of width $d$, with barrier heights $\varphi_1$ and $\varphi_2$ measured from the Fermi level of the adjacent electrode. Define
\begin{equation}
\varphi=\tfrac12(\varphi_1+\varphi_2),\qquad \Delta=\varphi_2-\varphi_1,\qquad v=eV ,
\end{equation}
with $e>0$ and $V>0$ when electrode 2 is positive. The Fermi level of electrode 2 then lies $v$ below that of electrode 1, and electrons flow from 1 to 2. The current density $J$ is counted positive in this case. The electrodes are free-electron metals with deep bands, the momentum parallel to the interfaces is conserved, the mass $m$ is the same everywhere, and the temperature is zero until stated otherwise.

An electron with energy $\varepsilon$ in its motion across the barrier is transmitted with probability $P(\varepsilon)$. Including spin, the states per volume are $2\,d^3k/(2\pi)^3$. The velocity across the barrier times $dk_x$ is $d\varepsilon/\hbar$, and the parallel states contribute $d^2k_\parallel=(2\pi m/\hbar^2)\,dE_\parallel$. Hence
\begin{equation}
J=C\int d\varepsilon\,P(\varepsilon)\int_0^\infty dE_\parallel\,(f_1-f_2),\qquad
C=\frac{2e}{(2\pi)^3\hbar}\,\frac{2\pi m}{\hbar^2}=\frac{em}{2\pi^2\hbar^3},
\end{equation}
where $f_1$ and $f_2$ are the occupations at total energy $\varepsilon+E_\parallel$.

The algebra is shortest when energies are measured from the midpoint of the two Fermi levels, which then lie at $+v/2$ and $-v/2$. At zero temperature the inner integral of $f_1$ is $v/2-\varepsilon$ for $\varepsilon<v/2$ and zero above; that of $f_2$ is the same with $v\to-v$. Therefore
\begin{equation}
J=C\,[F(v/2)-F(-v/2)],\qquad F(a)=\int_{-\infty}^{a}(a-\varepsilon)P(\varepsilon)\,d\varepsilon .
\label{eq:J}
\end{equation}
The lower limit stands for a band bottom so deep that its contribution is negligible.

From the same midpoint, the barrier top is $\varphi_1+v/2$ at electrode 1 and $\varphi_2-v/2$ at electrode 2. The bias leaves the mean height $\varphi$ unchanged and alters only the tilt $\delta$:
\begin{equation}
U(x)=\varphi+\delta\left(\frac{x}{d}-\frac12\right),\qquad \delta=\Delta-v .
\end{equation}
In the WKB approximation with unit prefactor, $P=e^{-S}$. With $u=\varphi-\varepsilon$ and the integration variable $y=u+\delta(x/d-\frac12)$, for which $dx=d\,dy/\delta$,
\begin{equation}
S=\frac{2\sqrt{2m}}{\hbar}\int_0^d\!\sqrt{U(x)-\varepsilon}\;dx
=A\,\frac{(u+\delta/2)^{3/2}-(u-\delta/2)^{3/2}}{\delta},\qquad A=\frac{4\sqrt{2m}\,d}{3\hbar}.
\label{eq:S}
\end{equation}
In the difference of the two powers only odd powers of $\delta/2$ survive:
\begin{equation}
2\left[\frac32u^{1/2}\frac{\delta}{2}-\frac1{16}u^{-3/2}\left(\frac{\delta}{2}\right)^3+\dots\right]
=\frac32u^{1/2}\delta-\frac{\delta^3}{64\,u^{3/2}}+\dots
\end{equation}
Here $-\frac1{16}$ is the binomial coefficient $\frac16\cdot\frac32\cdot\frac12\cdot(-\frac12)$. Division by $\delta$ gives
\begin{equation}
S=A\left[\frac32\sqrt u-\frac{\delta^2}{64\,u^{3/2}}-\dots\right].
\label{eq:Sexp}
\end{equation}

The exponent is even in the tilt and largest when the tilt vanishes. The reason is the concavity of the square root: the average of $\sqrt{U-\varepsilon}$ over the barrier cannot exceed the square root of the average. At fixed mean height, the flat barrier is the least transparent. If $\varphi_2>\varphi_1$, a small positive $V$ reduces the tilt and lowers the transmission, while a negative $V$ increases both. This is the source of the asymmetry.

To turn this into a conductance, expand \eqref{eq:J} with $P$ taken at the given bias. The derivatives of $F$ are $F'(a)=\int_{-\infty}^aP\,d\varepsilon$, $F''=P(a)$ and $F'''=P'(a)$, where the prime on $P$ means $d/d\varepsilon$. Even orders cancel in the difference, and the third-order term is $2\cdot\frac16(v/2)^3P'(0)$, so
\begin{equation}
\frac JC=v\,K(\delta)+\frac{v^3}{24}P'(0)+O(v^5),\qquad K(\delta)=\int_{-\infty}^{0}P\,d\varepsilon .
\label{eq:JK}
\end{equation}
The bias also sits inside $\delta=\Delta-v$. With $K'$ and $K''$ denoting derivatives with respect to $\delta$ at $\delta=\Delta$,
\begin{equation}
\frac JC=vK-v^2K'+v^3\left[\frac{K''}{2}+\frac{P'(0)}{24}\right]+O(v^4).
\end{equation}
The conductance per area is $G=dJ/dV=e\,dJ/dv$. Hence $G(0)=eCK$ and
\begin{equation}
\frac{G(V)}{G(0)}=1-2\frac{K'}{K}v+\left[\frac{3K''}{2K}+\frac{P'(0)}{8K}\right]v^2+\dots
\label{eq:Ggen}
\end{equation}

The ratios simplify for a thick barrier, which here means that $\lambda=A\sqrt\varphi$ is large. Near $\varepsilon=0$ the leading term of \eqref{eq:Sexp} gives
\begin{equation}
P(\varepsilon)\simeq P(0)\,e^{c\varepsilon},\qquad c=\frac{3A}{4\sqrt\varphi}.
\end{equation}
The electrons that matter lie within about $1/c$ of the Fermi level. Since $c\varphi=3\lambda/4$, this range is small compared with $\varphi$. Then $K=P(0)/c$ and $P'(0)/K=c^2$. The tilt term gives $\partial P/\partial\delta=P\,A\delta/(32u^{3/2})$, so that
\begin{equation}
\frac{K'}K=\frac{A\Delta}{32\,\varphi^{3/2}},\qquad
\frac{K''}K=\frac{A}{32\,\varphi^{3/2}}+\left(\frac{A\Delta}{32\,\varphi^{3/2}}\right)^2 .
\end{equation}
Compared with $c^2/8=9A^2/(128\varphi)$, the two parts of $3K''/(2K)$ are smaller by the factors $2/(3\lambda)$ and $(\Delta/\varphi)^2/48$. To leading order in $1/\lambda$ and $\Delta/\varphi$ they drop out, which leaves the Brinkman--Dynes--Rowell expansion
\begin{equation}
\frac{G(V)}{G(0)}=1-\frac{A\Delta}{16\,\varphi^{3/2}}\,eV+\frac{9A^2}{128\,\varphi}\,(eV)^2 .
\label{eq:BDR}
\end{equation}
For the prefactor, $c=\sqrt{2m}\,d/(\hbar\sqrt\varphi)$ and $m/\sqrt{2m}=\sqrt{2m}/2$ give
\begin{equation}
G(0)=\frac{eC}{c}P(0)=\frac{e^2}{h^2}\frac{\sqrt{2m\varphi}}{d}
\exp\left[-\frac{2d\sqrt{2m\varphi}}{\hbar}+\frac{\lambda\Delta^2}{64\varphi^2}\right].
\label{eq:G0}
\end{equation}
The second term in the exponent may be dropped when $\lambda(\Delta/\varphi)^2\ll64$; a small $\Delta/\varphi$ alone does not ensure this for a very thick barrier.

Setting the derivative of \eqref{eq:BDR} to zero locates the minimum:
\begin{equation}
eV_{\min}=\frac{A\Delta}{16\varphi^{3/2}}\cdot\frac{128\,\varphi}{18A^2}=\frac{4\Delta}{9\lambda}.
\label{eq:vmin}
\end{equation}
It is displaced from zero whenever $\Delta\ne0$, towards the polarity that makes the electrode with the higher barrier positive. It lies far below $eV=\Delta$, where the barrier is flat, because a larger bias also brings electrons nearer to the barrier top into play. That effect is even in $V$ and soon outweighs the flattening. The minimum is shallow: the parabola there lies below $G(0)$ by the fraction
\begin{equation}
\frac{(A\Delta/16\varphi^{3/2})^2}{4\cdot 9A^2/(128\varphi)}=\frac{\Delta^2}{72\,\varphi^2}.
\end{equation}
In a measurement the asymmetry is therefore easier to see by comparing $G(V)$ with $G(-V)$ at larger bias than by searching for the bottom of the curve.

The symmetric barrier shows how far the parabola reaches. For $\Delta=0$, dropping the tilt term and using the exponential form of $P$ in \eqref{eq:J} gives $F(a)=P(0)e^{ca}/c^2$, hence
\begin{equation}
J=\frac{2C\,P(0)}{c^2}\sinh\frac{cv}2,\qquad \frac{G(V)}{G(0)}=\cosh\frac{cv}{2}=1+\frac{c^2v^2}{8}+\frac{c^4v^4}{384}+\dots
\end{equation}
The quartic term is $c^2v^2/48$ times the quadratic one. At the minimum \eqref{eq:vmin}, $cv=\Delta/(3\varphi)$, so for $\Delta<\varphi$ the minimum lies well inside the range of the parabola.

For real thicknesses $1/\lambda$ is not very small, and the next order is worth having. Take $\Delta\ll\varphi$. With $a=3A/2$,
\begin{equation}
\int_\varphi^\infty e^{-a\sqrt u}\,du=2e^{-a\sqrt\varphi}\left(\frac{\sqrt\varphi}{a}+\frac1{a^2}\right)
=\frac{e^{-a\sqrt\varphi}}{c}\left(1+\frac2{3\lambda}\right),
\end{equation}
so $G(0)$ gains the factor $1+2/(3\lambda)$. In $K'/K$ the quantity $u^{-3/2}$ is averaged over electrons whose mean depth is $1/c$. This multiplies the linear coefficient by $1-3/(2c\varphi)=1-2/\lambda$. In the quadratic coefficient, $P'(0)/(8K)$ falls by the fraction $2/(3\lambda)$, and the $K''$ term neglected above restores the same amount. Therefore
\begin{equation}
eV_{\min}=\frac{4\Delta}{9\lambda}\left(1-\frac2\lambda\right).
\label{eq:vmin2}
\end{equation}
Numerical integration of the WKB current for $\varphi=2$ eV and $\Delta=0.02$ eV at $\lambda=100$ and $200$, extrapolated to large $\lambda$, gives $0.666$, $-1.997$, $0.002$ and $-1.998$ for the coefficients of $1/\lambda$ in $G(0)$, the linear term, the quadratic term and the minimum. The derived values are $2/3$, $-2$, $0$ and $-2$.

The unit prefactor in $P$ is an assumption that also affects the offset. Suppose the barrier ends abruptly, and let $k_i$ and $\kappa_i$ be the wavenumber in electrode $i$ and the decay constant just inside the barrier next to it. At interface 1 an incident amplitude $\alpha$ and a reflected amplitude $r$ join a decaying wave $\chi_1$: $\alpha+r=\chi_1$ and $ik_1(\alpha-r)=-\kappa_1\chi_1$. Adding gives $2\alpha=\chi_1(1+i\kappa_1/k_1)$. Across the barrier the WKB wave becomes $\chi_2=\chi_1\sqrt{\kappa_1/\kappa_2}\,e^{-S/2}$. At interface 2 a growing wave $g$ is added and the wave $t$ leaves: $\chi_2+g=t$ and $-\kappa_2(\chi_2-g)=ik_2t$, so $2\chi_2=t(1-ik_2/\kappa_2)$. The transmission is
\begin{equation}
P=\frac{k_2|t|^2}{k_1|\alpha|^2}=\frac{16\,k_1\kappa_1k_2\kappa_2}{(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)}\,e^{-S}.
\end{equation}
Let $E_{F1}$ and $E_{F2}$ be the Fermi energies above the band bottoms. At $\varepsilon=0$, $k_1^2\propto E_{F1}-v/2$, $\kappa_1^2\propto\varphi_1+v/2$, $k_2^2\propto E_{F2}+v/2$ and $\kappa_2^2\propto\varphi_2-v/2$. The sums in the denominator do not depend on $v$. The logarithm of the prefactor thus has the slope $\frac14(1/\varphi_1-1/\varphi_2+1/E_{F2}-1/E_{F1})$ at $v=0$. By \eqref{eq:JK} the linear coefficient of $G/G(0)$ is twice the slope of $\ln K$, so abrupt interfaces add to it
\begin{equation}
\frac12\left(\frac1{\varphi_1}-\frac1{\varphi_2}+\frac1{E_{F2}}-\frac1{E_{F1}}\right).
\label{eq:sharp}
\end{equation}

For equal Fermi energies and small $\Delta$ this is $+\Delta/(2\varphi^2)$, against the leading $-\lambda\Delta/(16\varphi^2)$. It opposes the shift and is smaller by the factor $8/\lambda$. Together with the correction $-2/\lambda$ found above, the linear coefficient becomes the leading one times $1-10/\lambda$. Solving the wave equation for $\varphi=2$ eV, $\Delta=0.04$ eV and Fermi energies of 10 eV, with the same extrapolation, gives $-9.98$ for the coefficient $-10$. The prefactor changes the quadratic coefficient too. For equal Fermi energies $E_F$ and small $\Delta$, its logarithm has the slope $-s$ in $\varepsilon$ at $\varepsilon=0$, with $s=1/\varphi-1/E_F$. This replaces $c$ by $c-s$ in $P'(0)/K=c^2$ and lowers the quadratic coefficient by the fraction $2s/c=8(1-\varphi/E_F)/(3\lambda)$, which is $2.1/\lambda$ for these energies. The position of the minimum is set by the ratio of the linear to the quadratic coefficient, so to first order its leading value is multiplied by $1-7.9/\lambda$. Equation \eqref{eq:sharp} also shows that unequal Fermi energies displace the minimum when the barrier heights are equal. Unequal abruptness has the same effect. If interface 1 is abrupt and interface 2 is smooth enough for the unit WKB prefactor, only the terms with $\varphi_1$ and $E_{F1}$ remain in \eqref{eq:sharp}, and unless $\varphi_1=E_{F1}$ they do not cancel when the heights and Fermi energies are equal. The smooth interface also alters the exponent $S$, so these terms alone do not fix the sign of the offset. An offset is therefore not by itself proof of unequal heights.

As a worked case take $\varphi_1=1.6$ eV, $\varphi_2=2.4$ eV and $d=1.5$ nm with the free-electron mass, rough values in the regime of a thin aluminium-oxide junction between unlike metals. Then $\varphi=2.0$ eV and $\Delta=0.80$ eV. With $\sqrt{2m}/\hbar=5.123\ \mathrm{nm^{-1}\,eV^{-1/2}}$,
\begin{align}
A&=\tfrac43(5.123)(1.5)=10.25\ \mathrm{eV^{-1/2}},\qquad \lambda=10.25\sqrt{2.0}=14.49,\\
\frac{A\Delta}{16\varphi^{3/2}}&=\frac{10.25\times0.80}{16\times2.828}=0.181\ \mathrm{eV^{-1}},\qquad
\frac{9A^2}{128\varphi}=\frac{9\times105.0}{256}=3.69\ \mathrm{eV^{-2}},\\
V_{\min}&=\frac{0.181}{2\times3.69}\ \mathrm V=24.5\ \mathrm{mV}.
\end{align}
The factor $1-2/\lambda$ lowers this to 21.2 mV, and the full WKB current gives 21.7 mV. The minimum is only about $0.16/72=0.2\%$ below $G(0)$. Equation \eqref{eq:G0} gives $G(0)=1.12\ \mathrm{S/cm^2}$ and the full WKB integral 1.17; the factor $1+2/(3\lambda)=1.05$ accounts for the difference to within 0.5\% of $G(0)$. At $+0.1$ V and $-0.1$ V the full WKB ratios $G(V)/G(0)$ are 1.021 and 1.054, and the parabola gives 1.019 and 1.055. At $\pm0.2$ V the parabola is low by about 0.55\% of $G$.

Abrupt interfaces change the offset much more. With both Fermi energies at 10 eV and the same barrier, the wave equation puts the minimum at 14.2 mV instead of 21.7 mV. The factor $1-7.9/\lambda=0.45$, applied to the leading 24.5 mV, would give 11 mV, so at this thickness the expansion in $1/\lambda$ is no longer quantitative. At $d=1.0$ nm, where $\lambda=9.7$, it would give about 7 mV, while the computed minimum is at 15.9 mV. At $d=5.0$ nm, with heights and Fermi energies held fixed, it is 6.3 mV against 7.4 mV from \eqref{eq:vmin}, a ratio of 0.85 where the factor $1-7.9/\lambda$ is 0.84. With equal heights of 2.0 eV, $d=1.5$ nm, and Fermi energies of 12 eV and 6 eV in electrodes 1 and 2, the minimum moves to $-6.3$ mV.

Temperature matters little here. At low bias it replaces $K$ by $\int P f\,d\varepsilon$, with $f$ the Fermi function. For exponential $P$ and $ckT<1$ this multiplies $G(0)$ by $\pi ckT/\sin(\pi ckT)$, which is 1.033 at 300 K. The full integral gives 1.032, and the minimum moves by less than 0.1 mV.

A real oxide junction departs from the model in other ways too. The image attraction of the two metals, for a relative permittivity of 3, lowers the middle of the barrier by 0.22 eV. It raises the WKB $G(0)$ about 70 times but moves the WKB minimum only to 19.8 mV. Heights and widths fitted with \eqref{eq:BDR} and \eqref{eq:G0} are thus effective parameters of a trapezoid without image forces. A tunnelling mass of $0.4\,m_e$, with the other parameters fixed, moves the WKB minimum to 32 mV; with abrupt interfaces, free-electron mass in the electrodes and $\psi$ and $\psi'/m$ continuous, the minimum moves only from 14.2 to 16.6 mV. The field in the oxide, $(\Delta-eV)/(ed)$, is 5.3 MV/cm at zero bias and 6.7 MV/cm at $-0.2$ V, below a breakdown field of roughly 10 MV/cm for thin alumina, but not far below. Variations of thickness across the junction are not sized here.

These numbers settle how an offset should be used. Inverting \eqref{eq:vmin} gives $\Delta=\frac94\lambda\,eV_{\min}$. With $\lambda$ known, a minimum at 21.7 mV yields 0.71 eV, which is 12\% below the true 0.80 eV. If the interfaces are abrupt and the minimum lies at 14.2 mV, the same formula yields 0.46 eV, which is 42\% too low. For a barrier like this one, with similar Fermi energies, two abrupt interfaces, and instrumental offsets excluded, the sign of the offset tells which electrode has the higher barrier. The condition on the interfaces matters. If only the one at the lower barrier is abrupt, its prefactor adds, at leading order, $\frac12(1/1.6-1/10)=0.26\ \mathrm{eV^{-1}}$ to the linear coefficient, against the leading $-0.181\ \mathrm{eV^{-1}}$. A graded interface also changes the exponent, so the outcome depends on its width. Let the band step at an interface be rounded as $\tanh(x/w)$, with $x$ measured from that interface and the bias dropping across the width $d$. With only interface 2 rounded, the wave equation puts the minimum at $+5.3$, $-4.9$ and $+5.9$ mV for $w=0.05$, $0.15$ and $0.3$ nm. With both rounded equally it is at $+12.7$, $+4.1$ and $-9.5$ mV, so equal smoothness does not protect the sign. The value of $\Delta$ drawn from an offset is an estimate that depends on how the interfaces are modelled. The remaining figures are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Barrier heights phi1, phi2: 1.60, 2.40 eV; width 1.50 nm
Mean height 2.00 eV; difference D 0.80 eV
Decay constant sqrt(2m)/hbar: 5.1232 nm^-1 eV^-1/2
A = 10.246 eV^-1/2; lam = 14.49; c = 5.434 eV^-1
Zero-bias exponent, flat barrier: 21.736
Tilt term 0.0362; its factor in G(0) 1.0369
G(0): formula 1.122, full WKB 1.169 S/cm^2
Linear coefficient: formula -0.1811, full WKB -0.1613 V^-1
Quadratic coefficient: formula 3.691, full WKB 3.728 V^-2
Minimum: leading formula 24.54 mV
Minimum: with factor (1-2/lam) 21.15 mV
Minimum: full WKB 21.71 mV
Minimum: full WKB, electrodes exchanged -21.71 mV
c*v_min from formula: 0.1333; D/(3 p): 0.1333
G(V)/G(0) at -0.2 V: parabola 1.1839, full WKB 1.1905
G(V)/G(0) at -0.1 V: parabola 1.0550, full WKB 1.0542
G(V)/G(0) at +0.1 V: parabola 1.0188, full WKB 1.0209
G(V)/G(0) at +0.2 V: parabola 1.1114, full WKB 1.1174
Thick-barrier limits of lam*(relative deviation from leading formula):
  G(0) 0.666; linear -1.997; quadratic 0.002; minimum -1.998
  linear coefficient with abrupt interfaces -9.979
Abrupt interfaces, both Fermi energies 10.0 eV:
  width 1.0 nm: lam 9.66, minimum 15.89 mV, leading formula 36.81 mV
  width 1.5 nm: lam 14.49, minimum 14.20 mV, leading formula 24.54 mV
  width 2.0 nm: lam 19.32, minimum 12.25 mV, leading formula 18.40 mV
  width 3.0 nm: lam 28.98, minimum 9.37 mV, leading formula 12.27 mV
  width 5.0 nm: lam 48.30, minimum 6.28 mV, leading formula 7.36 mV
  G(0) at 1.5 nm: 2.758 S/cm^2
  shift of minimum, 100 to 200 slabs: -0.00102 mV
Equal heights 2.0 eV, Fermi energies 12 and 6 eV: minimum -6.26 mV
  linear coefficient: formula 0.0417, computed 0.0394 V^-1
300 K: G(0) ratio 1.0322, formula 1.0332; minimum 21.78 mV
Image force, eps_r 3.0: mid-barrier lowering 0.222 eV
  G(0) ratio 70.35; minimum 19.80 mV
Tunnelling mass 0.4 m_e: minimum 32.17 mV
Oxide field at 0 V: 5.33 MV/cm; at -0.2 V: 6.67 MV/cm
\end{verbatim}
